# Time reversal and the scattering matrix: reciprocity and forbidden backscattering: verification in Python

```python
"""Reciprocity of the scattering matrix from time reversal.

Result under test: if H commutes with an antiunitary Theta, Theta^2 = eps = +-1,
and each outgoing channel is Theta applied to an incoming one (unit flux), then
    S^T = eps * S.
eps = +1 (no spin): left and right transmission amplitudes are equal.
eps = -1 (spin 1/2): S_nn = 0, no backscattering into the Kramers partner.

Symbols: S maps incoming to outgoing amplitudes, left-lead channels first.
Theta = (matrix theta) times complex conjugation. Atomic units, mass 1.
S is always found by integrating the wave equation y' = G(x) y through the
scatterer and matching to the lead states; no symmetry of S is imposed.
"""
import numpy as np
from scipy.integrate import solve_ivp

X_LEFT, X_RIGHT = -8.0, 8.0
TOL = 1e-7   # accumulated integration error is expected well below this
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])
ONE = np.eye(2, dtype=complex)
REVERSE_SPIN = 1j * SY


def bump(x, centre):
    return np.exp(-(x - centre)**2)


def bump_slope(x, centre):
    return -2 * (x - centre) * bump(x, centre)


def scattering_matrix(generator, in_left, in_right, theta):
    dim = theta.shape[0]

    def rhs(x, y):
        return (generator(x) @ y.reshape(dim, dim)).ravel()

    start = np.eye(dim, dtype=complex).ravel()
    sol = solve_ivp(rhs, (X_LEFT, X_RIGHT), start, method="DOP853",
                    rtol=1e-11, atol=1e-12)
    assert sol.success
    transfer = sol.y[:, -1].reshape(dim, dim)
    out_left = theta @ in_left.conj()
    out_right = theta @ in_right.conj()
    unknown = np.hstack([transfer @ out_left, -out_right])
    known = np.hstack([-transfer @ in_left, in_right])
    return np.linalg.solve(unknown, known)


# ---- wire with H = p^2/2 + {a(x), p}/2 + U(x); a and U are matrices ----
STEP = 0.2


def barrier(x):
    return (0.5 * bump(x, -1) + 0.9 * np.exp(-4 * (x - 1)**2)
            + STEP * 0.5 * (1 + np.tanh(2 * x)))


def wire_s(energy, a, a_slope, u, theta_spin):
    n = theta_spin.shape[0]
    unit = np.eye(n, dtype=complex)
    k_left = np.sqrt(2 * energy)
    k_right = np.sqrt(2 * (energy - STEP))

    def generator(x):
        lower = -1j * a_slope(x) + 2 * (u(x) - energy * unit)
        return np.block([[0 * unit, unit], [lower, -2j * a(x)]])

    def lead(k, x):   # plane wave exp(ikx) with unit flux: value and slope
        wave = np.exp(1j * k * x) / np.sqrt(abs(k))
        return np.vstack([wave * unit, 1j * k * wave * unit])

    return scattering_matrix(generator, lead(k_left, X_LEFT),
                             lead(-k_right, X_RIGHT),
                             np.kron(np.eye(2), theta_spin))


def check_unitary(s):
    assert np.allclose(s.conj().T @ s, np.eye(len(s)), atol=TOL)


def cstr(z):
    return f"{z.real:+.6f} {z.imag:+.6f}i"


# (a) spinless particle, asymmetric barrier
scalar = np.eye(1, dtype=complex)
E = 0.7


def spinless(energy, strength=0.0):
    # H = (p - A)^2/2 + V with A = strength * exp(-x^2)
    return wire_s(energy,
                  lambda x: -strength * bump(x, 0) * scalar,
                  lambda x: -strength * bump_slope(x, 0) * scalar,
                  lambda x: (barrier(x) + 0.5 * (strength * bump(x, 0))**2)
                  * scalar, scalar)


print("(a) spinless, asymmetric barrier; amplitudes are dimensionless")
for energy in (0.4, 1.2, E):
    s = spinless(energy)
    check_unitary(s)
    r, t, t_back, r_back = s[0, 0], s[1, 0], s[0, 1], s[1, 1]
    assert abs(t - t_back) < TOL
    assert abs(r_back + r.conjugate() * t / t.conjugate()) < TOL
    print(f"E = {energy:.1f} hartree: |t|^2 = {abs(t)**2:.6f}, "
          f"|t - t'| = {abs(t - t_back):.1e}")
assert abs(r - r_back) > 1e-2
kl, kr = np.sqrt(2 * E), np.sqrt(2 * (E - STEP))
print(f"lead wave numbers k_L, k_R = {kl:.6f}, {kr:.6f} 1/bohr")
print("t  (from left)  =", cstr(t))
print("t' (from right) =", cstr(t_back))
print("r  (from left)  =", cstr(r))
print("r' (from right) =", cstr(r_back))
print(f"|r|^2, |r'|^2 = {abs(r)**2:.6f}, {abs(r_back)**2:.6f}")
print("plane-wave amplitude from left  =", cstr(t * np.sqrt(kl / kr)))
print("plane-wave amplitude from right =", cstr(t_back * np.sqrt(kr / kl)))
print(f"k_L/k_R = {kl / kr:.6f}")

A0 = 0.4
sm = spinless(E, A0)
check_unitary(sm)
flux = A0 * np.sqrt(np.pi)      # integral of A over the line
assert abs(sm[1, 0] / sm[0, 1] - np.exp(2j * flux)) < TOL
assert abs(abs(sm[1, 0]) - abs(sm[0, 1])) < TOL
assert abs(sm[1, 0] - sm[0, 1]) > 1e-2
print(f"vector potential: peak {A0:.1f} a.u., integral {flux:.6f} rad")
print("  t  =", cstr(sm[1, 0]))
print("  t' =", cstr(sm[0, 1]))
print(f"  phase of t/t' = {np.angle(sm[1, 0] / sm[0, 1]):.6f} rad")


# (b) spin 1/2 in the same barrier, spin-orbit axis changing along the wire
def spin_wire(zeeman):
    return wire_s(E,
                  lambda x: 0.8 * bump(x, 0) * SY + 0.6 * bump(x, 1) * SZ,
                  lambda x: (0.8 * bump_slope(x, 0) * SY
                             + 0.6 * bump_slope(x, 1) * SZ),
                  lambda x: (barrier(x) * ONE + zeeman *
                             (0.5 * bump(x, 0) * SX + 0.4 * bump(x, 1) * SZ)),
                  REVERSE_SPIN)


print("(b) spin 1/2 with spin-orbit coupling, spin up from the left")
for zeeman in (0, 1):
    s = spin_wire(zeeman)
    check_unitary(s)
    p = abs(s)**2
    asym = np.max(abs(s + s.T))
    print("Zeeman field", "on:" if zeeman else "off:")
    print(f"  reflected: same spin {p[1, 0]:.6f}, flipped {p[0, 0]:.6f}")
    print(f"  transmitted: same spin {p[3, 0]:.6f}, flipped {p[2, 0]:.6f}")
    print(f"  max|S + S^T| = {asym:.1e}, "
          f"max||S_mn|^2-|S_nm|^2| = {np.max(abs(p - p.T)):.1e}")
    if zeeman:
        assert p[0, 0] > 1e-3 and asym > 1e-2
        assert np.max(abs(p - p.T)) > 1e-4
    else:
        assert asym < TOL and p[0, 0] < TOL**2
        assert p[2, 0] > 1e-3 and p[1, 0] > 1e-3


# (c) helical edge, H = {v(x), p}/2 + W(x), v = sigma_z in the leads
E_EDGE = 0.3


def edge_s(v, v_slope, w, pairs):
    unit = np.eye(pairs)

    def generator(x):
        right_side = (1j * (E_EDGE * np.eye(2 * pairs) - w(x))
                      - 0.5 * v_slope(x))
        return np.linalg.solve(v(x), right_side)

    in_left = np.kron([[1], [0]], unit) * np.exp(1j * E_EDGE * X_LEFT)
    in_right = np.kron([[0], [1]], unit) * np.exp(-1j * E_EDGE * X_RIGHT)
    return scattering_matrix(generator, in_left, in_right,
                             np.kron(REVERSE_SPIN, unit))


def one_pair(zeeman):
    return edge_s(lambda x: SZ + 1.2 * bump(x, 0) * SX + 0.8 * bump(x, 1) * SY,
                  lambda x: (1.2 * bump_slope(x, 0) * SX
                             + 0.8 * bump_slope(x, 1) * SY),
                  lambda x: (0.7 * bump(x, -1) * ONE
                             + zeeman * bump(x, 0) * SX
                             + zeeman * bump(x, 1) * SZ), 1)


print(f"(c) helical edge, lead speed 1 a.u., E = {E_EDGE:.1f} hartree")
for zeeman in (0.0, 0.5):
    s = one_pair(zeeman)
    check_unitary(s)
    print(f"one pair, Zeeman {zeeman:.1f} hartree: |r|^2 = "
          f"{abs(s[0, 0])**2:.6f}, |t|^2 = {abs(s[1, 0])**2:.6f}")
    if zeeman:
        assert abs(s[0, 0])**2 > 1e-3
    else:
        assert abs(s[0, 0]) < TOL and np.max(abs(s + s.T)) < TOL


def several_pairs(pairs):
    shifts = np.diag([0.0, 0.4, -0.3])[:pairs, :pairs]
    v = np.kron(SZ, np.eye(pairs))

    def w(x):
        a1, a2, a3 = 0.9 * bump(x, 0), 0.7 * bump(x, 1), 0.5 * bump(x, -1)
        mix = np.array([[0, a3, -a2], [-a3, 0, a1], [a2, -a1, 0]])
        return (np.kron(ONE, shifts * bump(x, 0))
                + np.kron(SX, 1j * mix[:pairs, :pairs]))

    return edge_s(lambda x: v, lambda x: 0 * v, w, pairs)


for pairs in (3, 2):
    s = several_pairs(pairs)
    check_unitary(s)
    assert np.max(abs(s + s.T)) < TOL
    reflect = abs(s[:pairs, :pairs])**2
    eig = np.sort(np.linalg.svd(s[pairs:, :pairs], compute_uv=False)**2)
    assert np.max(np.diag(reflect)) < TOL**2
    assert np.max(reflect) > 1e-2
    assert abs(eig[0] - eig[1]) < 10 * TOL
    if pairs == 3:
        assert abs(eig[2] - 1) < 10 * TOL and eig[1] < 0.99
    else:
        assert eig[1] < 0.99
    print(f"{pairs} pairs: reflection probabilities, row = outgoing pair")
    for row in reflect:
        print("  ", "  ".join(f"{value:.6f}" for value in row))
    print("  transmission eigenvalues:",
          ", ".join(f"{value:.6f}" for value in eig))

print("all good")
```

Printed output:

```
(a) spinless, asymmetric barrier; amplitudes are dimensionless
E = 0.4 hartree: |t|^2 = 0.074108, |t - t'| = 9.8e-14
E = 1.2 hartree: |t|^2 = 0.797295, |t - t'| = 6.0e-12
E = 0.7 hartree: |t|^2 = 0.747445, |t - t'| = 3.4e-12
lead wave numbers k_L, k_R = 1.183216, 1.000000 1/bohr
t  (from left)  = -0.293578 -0.813177i
t' (from right) = -0.293578 -0.813177i
r  (from left)  = -0.481979 -0.142306i
r' (from right) = -0.279921 +0.417372i
|r|^2, |r'|^2 = 0.252555, 0.252555
plane-wave amplitude from left  = -0.319342 -0.884539i
plane-wave amplitude from right = -0.269893 -0.747572i
k_L/k_R = 1.183216
vector potential: peak 0.4 a.u., integral 0.708982 rad
  t  = +0.306595 -0.808359i
  t' = -0.752261 -0.426085i
  phase of t/t' = 1.417963 rad
(b) spin 1/2 with spin-orbit coupling, spin up from the left
Zeeman field off:
  reflected: same spin 0.235156, flipped 0.000000
  transmitted: same spin 0.117008, flipped 0.647836
  max|S + S^T| = 4.1e-12, max||S_mn|^2-|S_nm|^2| = 6.5e-12
Zeeman field on:
  reflected: same spin 0.063525, flipped 0.181440
  transmitted: same spin 0.038502, flipped 0.716532
  max|S + S^T| = 9.0e-01, max||S_mn|^2-|S_nm|^2| = 7.2e-01
(c) helical edge, lead speed 1 a.u., E = 0.3 hartree
one pair, Zeeman 0.0 hartree: |r|^2 = 0.000000, |t|^2 = 1.000000
one pair, Zeeman 0.5 hartree: |r|^2 = 0.149985, |t|^2 = 0.850015
3 pairs: reflection probabilities, row = outgoing pair
   0.000000  0.383127  0.091438
   0.383127  0.000000  0.485313
   0.091438  0.485313  0.000000
  transmission eigenvalues: 0.040122, 0.040122, 1.000000
2 pairs: reflection probabilities, row = outgoing pair
   0.000000  0.480014
   0.480014  0.000000
  transmission eigenvalues: 0.519986, 0.519986
all good
```
